# Four-photon contact amplitudes at dimension eight and the positivity of their coefficients, part 2

The task is to find the coefficients $c_1$ and $c_2$ of the low-energy four-photon interaction produced by an electron loop at order $\alpha^2$. Units are $\hbar=c=1$ and Heaviside–Lorentz, with metric $(+,-,-,-)$. The electron has mass $m$ and charge magnitude $e$, where $e^2=4\pi\alpha$. For electric and magnetic fields $\mathbf E$, $\mathbf B$,
$$\mathcal L_4=c_1X^2+c_2Y^2,\qquad X=2(\mathbf B^2-\mathbf E^2),\quad Y=-4\mathbf E\cdot\mathbf B.$$
Parity excludes the third quartic invariant, $XY$.

Photons 1 and 2 have momenta $k_1$, $k_2$ along $+z$ and $-z$ and linear polarization vectors $\mathbf e_1$, $\mathbf e_2$. The squared centre-of-mass energy is $s$. The forward amplitude $A(s)$ is even in $s$ and begins as $as^2$, with $a=16c_1$ for parallel and $a=16c_2$ for perpendicular polarizations. If $A(s)/s^2\to0$ on the large arcs, a contour integral of $A/s^3$ gives
$$a=\frac2\pi\int_{s_0}^\infty\frac{\operatorname{Im}A(s)}{s^3}\,ds.$$
Unitarity gives $\operatorname{Im}A=s\sigma$, so
$$c_1=\frac1{8\pi}\int_{s_0}^{\infty}\frac{ds}{s^2}\,\sigma_\parallel(s),\qquad c_2=\frac1{8\pi}\int_{s_0}^{\infty}\frac{ds}{s^2}\,\sigma_\perp(s).$$
At order $\alpha^2$ the cross sections are those of tree-level $\gamma\gamma\to e^-e^+$, with amplitude $M$ and threshold $s_0=4m^2$.

With all photons outgoing, the helicity couplings are $g=8(c_1+c_2)$ for $++--$ and $f=8(c_1-c_2)$ for $++++$, and they obey $|f|\le g$. Bose symmetry leaves one of three independent all-plus structures. For circular polarizations $A=8(c_1+c_2)s^2$ at lowest order. Crossing then exchanges the $J_z=0$ and $|J_z|=2$ states, whose cross sections are $\sigma_0$ and $\sigma_2$, so the full amplitude is not even in $s$.

The numerical output also lists a scalar-exchange example. A scalar of mass $M_\phi=2$ mass units, coupled through $-\tfrac\kappa4\phi X$ with $\kappa=0.6$ per mass unit, gives $c_1=\kappa^2/(32M_\phi^2)$ and $c_2=0$. The output prints $\kappa$ as `g` and $M_\phi$ as `M`.

**Lemma 4 (polarized pair production).** Let $\beta$ be the electron speed in the centre-of-mass frame, $\theta$ its angle to the beam, $G=1-\beta^2$ and $D=1-\beta^2\cos^2\theta$. Summed over fermion spins and averaged over azimuth,
$$\overline{\sum|M|^2}=\frac{8e^4}{D^2}\left[w+\tfrac12\beta^2\sin^2\theta\,(2-\beta^2\sin^2\theta)\right],\qquad w_\parallel=\beta^2G,\quad w_\perp=G.$$

*Proof.* Let each photon have energy $E$, and let the electron momentum be $p=E(1,\beta\mathbf n)$ and the positron momentum $p'=E(1,-\beta\mathbf n)$. Up to a phase the two tree diagrams give
$$M=e^2\bar u\left[\frac{\slashed\varepsilon_1(\slashed p-\slashed k_1+m)\slashed\varepsilon_2}{-2p\cdot k_1}+\frac{\slashed\varepsilon_2(\slashed p-\slashed k_2+m)\slashed\varepsilon_1}{-2p\cdot k_2}\right]v.$$
Because $\bar u\slashed p=m\bar u$, we have $\bar u\slashed\varepsilon_i(\slashed p+m)=2p\cdot\varepsilon_i\,\bar u$. For transverse polarizations, $p\cdot\varepsilon_i=-E\beta\,\mathbf n\cdot\mathbf e_i$ and $\slashed\varepsilon_i=-\boldsymbol\gamma\cdot\mathbf e_i$. The latter anticommutes with $\slashed k_1=E(\gamma^0-\gamma^3)$ and $\slashed k_2=E(\gamma^0+\gamma^3)$. The denominators are $2p\cdot k_{1,2}=2E^2(1\mp\beta\cos\theta)$.

Put both terms over $D$ and set $T_{ij}=e_{1i}e_{2j}$, with transverse indices. Then $M=-(e^2/2ED)\,\bar uNv$, where
$$\begin{aligned}N=T_{ij}\{&(1+\beta\cos\theta)[2\beta n_i\gamma^j+(\gamma^0-\gamma^3)\gamma^i\gamma^j]\\&+(1-\beta\cos\theta)[2\beta n_j\gamma^i+(\gamma^0+\gamma^3)\gamma^j\gamma^i]\}.\end{aligned}$$
Parallel polarizations along $x$ have $T=\tfrac12\mathrm{diag}(1,1)+\tfrac12\mathrm{diag}(1,-1)$. For $\mathbf e_1$ along $x$ and $\mathbf e_2$ along $y$, $T$ is half the antisymmetric matrix $\epsilon_{ij}$ (with $\epsilon_{12}=1$) plus half the symmetric off-diagonal matrix. The trace and antisymmetric parts have angular momentum $J_z=0$; the traceless symmetric part has $|J_z|=2$.

Use the Dirac representation. With $\nu=\boldsymbol\sigma\cdot\mathbf n$, $P=\sqrt{E+m}$ and $Q=\sqrt{E-m}$, the spinors are
$$u=\begin{pmatrix}P\chi\\Q\nu\chi\end{pmatrix},\qquad v=\begin{pmatrix}-Q\nu\eta\\P\eta\end{pmatrix},$$
where $\chi$ and $\eta$ run over orthonormal two-component bases. Since $PQ=E\beta$, $P^2+Q^2=2E$ and $P^2-Q^2=2m$, multiplication gives
$$\bar uv=-2E\beta\,\chi^\dagger\nu\eta,\qquad \bar u\gamma^0\gamma^5v=2m\,\chi^\dagger\eta,$$
$$\bar u\gamma^kv=2E\,\chi^\dagger\left[\sigma_k-(1-m/E)n_k\nu\right]\eta.$$
The last line uses $\nu\sigma_k\nu=2n_k\nu-\sigma_k$.

*Trace part.* For $T_{ij}=\delta_{ij}$, the sum $\gamma^i\gamma^i$ over the two transverse directions is $-2$. The terms combine to
$$N=4\beta\,\boldsymbol\gamma\cdot\mathbf n_\perp-4\gamma^0+4\beta\cos\theta\,\gamma^3=-4\slashed p/E.$$
Thus $\bar uNv=-4(m/E)\bar uv=8m\beta\,\chi^\dagger\nu\eta$.

*Antisymmetric part.* For $T_{ij}=\epsilon_{ij}$,
$$N=4\beta^2\cos\theta\,(\mathbf n\times\boldsymbol\gamma)_3+4\beta\cos\theta\,\gamma^0\gamma^1\gamma^2-4\gamma^3\gamma^1\gamma^2.$$
The first term gives $8E\beta^2\cos\theta\,\chi^\dagger(\mathbf n\times\boldsymbol\sigma)_3\eta$. For the second, let $\Sigma_3$ be the block-diagonal spin matrix; then $\gamma^1\gamma^2=-i\Sigma_3$. Multiplying the spinors gives
$$\bar u\gamma^0\Sigma_3v=E\beta\,\chi^\dagger[\nu,\sigma_3]\eta=-2iE\beta\,\chi^\dagger(\mathbf n\times\boldsymbol\sigma)_3\eta.$$
Its contribution is the negative of the first, and the two cancel. The identity $\gamma^3\gamma^1\gamma^2=-i\gamma^0\gamma^5$ leaves $\bar uNv=4i\,\bar u\gamma^0\gamma^5v=8im\,\chi^\dagger\eta$.

Each of these parts occurs in $T$ with weight $\tfrac12$. The spin sums of $|\chi^\dagger\nu\eta|^2$ and $|\chi^\dagger\eta|^2$ are both 2. The prefactor $(e^2/2ED)^2$ and $m^2/E^2=G$ then give $8e^4\beta^2G/D^2$ and $8e^4G/D^2$.

*Traceless symmetric part.* Here $T_{ij}\gamma^i\gamma^j=0$. With $q_j=n_iT_{ij}$, we have $N=4\beta\,\mathbf q\cdot\boldsymbol\gamma$ and
$$\bar uNv=8E\beta\,\chi^\dagger\,\mathbf r\cdot\boldsymbol\sigma\,\eta,\qquad \mathbf r=\mathbf q-(1-m/E)(\mathbf q\cdot\mathbf n)\mathbf n.$$
The spin sum of $|\chi^\dagger\mathbf r\cdot\boldsymbol\sigma\eta|^2$ is $2\mathbf r^2$, where
$$\mathbf r^2=\mathbf q^2-(1-m^2/E^2)(\mathbf q\cdot\mathbf n)^2=\mathbf q^2-\beta^2(\mathbf q\cdot\mathbf n)^2.$$
For $T=\tfrac12\mathrm{diag}(1,-1)$, $\mathbf q^2=\tfrac14\sin^2\theta$ and $\mathbf q\cdot\mathbf n=\tfrac12\sin^2\theta\cos2\phi$. For the off-diagonal matrix, $\cos2\phi$ becomes $\sin2\phi$. Both squares average to $\tfrac12$, so in either case this part gives
$$\frac{32e^4\beta^2}{D^2}\left(\frac{\sin^2\theta}{4}-\frac{\beta^2\sin^4\theta}{8}\right)=\frac{4e^4}{D^2}\beta^2\sin^2\theta(2-\beta^2\sin^2\theta).$$
Interference with the trace part is proportional to $\operatorname{tr}(\nu\,\mathbf r\cdot\boldsymbol\sigma)=2\mathbf n\cdot\mathbf r$, hence to $\cos2\phi$, and averages to zero. Interference with the antisymmetric part vanishes because $\operatorname{tr}(\mathbf r\cdot\boldsymbol\sigma)=0$. Adding the parts proves the lemma. $\square$

**Lemma 5 (total cross sections).** With $\Lambda=\operatorname{artanh}(\beta)/\beta$,
$$\sigma_i=\frac{4\pi\alpha^2\beta}{s}h_i,$$
$$h_\parallel=\Lambda\left(2+2G-\tfrac32G^2\right)-1-\tfrac32G,\qquad h_\perp=\Lambda\left(2+2G-\tfrac12G^2\right)-1-\tfrac12G.$$

*Proof.* The flux factor $1/(2s)$ and the two-body phase space $\beta\,d\Omega/(32\pi^2)$ give
$$\frac{d\sigma}{d\Omega}=\frac{\beta}{64\pi^2s}\overline{\sum|M|^2}.$$
Since $e^4=16\pi^2\alpha^2$, the azimuthal integral gives $4\pi\alpha^2\beta/s$ times the integral over $x=\cos\theta$ of the square bracket in Lemma 4 divided by $D^2$.

Partial fractions give $\int_{-1}^1dx/D=2\Lambda$. Moreover,
$$\frac{d}{dx}\frac xD=\frac{D+2\beta^2x^2}{D^2}=\frac2{D^2}-\frac1D.$$
Integration gives $2/G=2\int dx/D^2-2\Lambda$, so $\int dx/D^2=1/G+\Lambda$. Since $\beta^2\sin^2\theta=D-G$,
$$\beta^2\sin^2\theta(2-\beta^2\sin^2\theta)=(D-G)(2+G-D)=-G(2+G)+2(1+G)D-D^2.$$
Dividing by $D^2$ and integrating,
$$-(2+G)(1+G\Lambda)+4(1+G)\Lambda-2=-4-G+\Lambda(4+2G-G^2).$$
Half of this is common to both polarizations. To it add $\beta^2G(1/G+\Lambda)=1-G+\Lambda(G-G^2)$ for parallel polarizations, or $G(1/G+\Lambda)=1+G\Lambda$ for perpendicular ones. The stated functions follow. $\square$

Near threshold the perpendicular cross section is proportional to $\beta$, since $h_\perp\to2$. For parallel polarizations both terms in Lemma 4 carry a factor $\beta^2$, so $\sigma_\parallel$ is proportional to $\beta^3$. At high energy $G=4m^2/s\to0$ and both functions approach $2\Lambda-1\simeq\ln(s/m^2)-1$. Thus $\operatorname{Im}A=s\sigma$ grows logarithmically and the sum-rule integrals converge. The vanishing of the large arcs at order $\alpha^2$ remains an assumption in this calculation; the constant-field calculation below checks its result.

**Proposition.** At order $\alpha^2$ the electron loop gives
$$c_1=\frac{\alpha^2}{90m^4},\qquad c_2=\frac{7\alpha^2}{360m^4}.$$

*Proof.* From $s=4m^2/G$ follows $ds/s^2=-d(1/s)=\beta\,d\beta/(2m^2)$. Therefore
$$c_i=\frac1{8\pi}\int_0^1\frac{\beta\,d\beta}{2m^2}\,4\pi\alpha^2\beta h_i\,\frac G{4m^2}=\frac{\alpha^2}{16m^4}\int_0^1\beta^2Gh_i\,d\beta.$$
Define
$$J_n=\int_0^1\beta^2G^n\,d\beta,\qquad K_n=\int_0^1\beta^2\Lambda G^n\,d\beta=\int_0^1\beta\,G^n\operatorname{artanh}\beta\,d\beta.$$
Direct integration gives $J_1=2/15$ and $J_2=8/105$. For $K_n$, integrate by parts, using that $-G^{n+1}/[2(n+1)]$ is an antiderivative of $\beta G^n$ and that the derivative of $\operatorname{artanh}\beta$ is $1/G$. The boundary terms vanish, and
$$K_n=\frac1{2(n+1)}\int_0^1G^n\,d\beta.$$
The integrals of $G$, $G^2$ and $G^3$ are $2/3$, $8/15$ and $16/35$, so $K_1=1/6$, $K_2=4/45$ and $K_3=2/35$. For parallel polarizations,
$$2K_1+2K_2-\tfrac32K_3-J_1-\tfrac32J_2=\frac13+\frac8{45}-\frac3{35}-\frac2{15}-\frac4{35}=\frac8{45}.$$
For perpendicular polarizations,
$$2K_1+2K_2-\tfrac12K_3-J_1-\tfrac12J_2=\frac13+\frac8{45}-\frac1{35}-\frac2{15}-\frac4{105}=\frac{14}{45}.$$
Division by 16 gives the result. $\square$

The inequality $c_2>c_1$ can be seen before integration, because $h_\perp-h_\parallel=G+G^2\Lambda>0$. The extra strength comes from the antisymmetric $J_z=0$ part, which lacks the factor $\beta^2$ of the trace part.

**Independent derivation from constant fields.** The same coefficients follow from a worldline calculation that uses no scattering amplitude. The Euclidean fermion determinant gives
$$\mathcal L=-\frac12\int_0^\infty\frac{dT}{T}e^{-m^2T}\,\mathcal K(T),$$
where $\mathcal K$ is the heat-kernel trace of the squared massless Dirac operator per unit volume. Without fields, four spin components and four dimensions give $\mathcal K=4/(4\pi T)^2$.

In a magnetic field the transverse eigenvalues are $eB(2n+1\pm1)$, with density $eB/2\pi$ per unit area for each level. Their trace is
$$\frac{eB}{2\pi}\left(1+2\sum_{n\ge1}e^{-2neBT}\right)=\frac{eB}{2\pi}\coth(eBT).$$
Relative to the free value $2/(4\pi T)$, this is the factor $eBT\coth(eBT)$. An electric field parallel to $\mathbf B$ produces the same planar problem in the remaining two Euclidean dimensions. The planar operators commute, and the four spin components supply the four sign combinations, so the factors multiply. Returning to real time replaces the Euclidean field by $iE$, and $z\coth z$ becomes $eET\cot(eET)$. Up to subtractions of the vacuum energy and the charge renormalization,
$$\mathcal L=-\frac1{8\pi^2}\int_0^\infty\frac{dT}{T^3}e^{-m^2T}\,(eBT)\coth(eBT)\,(eET)\cot(eET).$$

Only the weak-field expansion is used here. From $z\coth z=1+z^2/3-z^4/45+\dots$ and $z\cot z=1-z^2/3-z^4/45+\dots$, the quartic term in the product is $-e^4T^4\left[(B^4+E^4)/45+E^2B^2/9\right]$. With $\int_0^\infty T e^{-m^2T}dT=1/m^4$ and $e^4/8\pi^2=2\alpha^2$,
$$\mathcal L_4=\frac{2\alpha^2}{m^4}\left[\frac{B^4+E^4}{45}+\frac{E^2B^2}{9}\right].$$
For parallel fields the invariant form is $4c_1(B^2-E^2)^2+16c_2E^2B^2$. The $B^4$ terms give $4c_1=2\alpha^2/(45m^4)$. The mixed terms give $16c_2-8c_1=2\alpha^2/(9m^4)$. These equations reproduce the proposition. Direct quadrature of amplitudes built from Dirac spinors gives 0.0111112 and 0.0194445 in units of $\alpha^2/m^4$, against 0.0111111 and 0.0194444 from the constant-field expansion.

**Worked example.** With $\alpha=0.007297353$ and $m=0.5109990$ MeV,
$$c_1=\frac{(0.007297353)^2}{90(0.5109990)^4}\ \mathrm{MeV}^{-4}=8.68\times10^{-6}\ \mathrm{MeV}^{-4},$$
$$c_2=\tfrac74c_1=1.52\times10^{-5}\ \mathrm{MeV}^{-4}.$$
For field invariants measured as energy densities, these are $4.16\times10^{-31}$ and $7.28\times10^{-31}$ m$^3$/J. The helicity couplings are $g=1.91\times10^{-4}$ and $f=-5.21\times10^{-5}$ MeV$^{-4}$. Thus $|f|/g=3/11\simeq0.273$, inside the bound $|f|\le g$.

The cut up to $s=8m^2$ supplies 40% of $c_1$ and 58% of $c_2$. Up to $s=40m^2$ the shares are 95% and 97%. The slower start of the first integral reflects the additional factor $\beta^2$ at threshold.

For photons of 0.05 MeV in the centre-of-mass frame, $s=4(0.05)^2=0.01$ MeV$^2$. The forward amplitudes are
$$A_\parallel=16(8.678\times10^{-6})(0.01)^2=1.39\times10^{-8},\qquad A_\perp=\tfrac74A_\parallel=2.43\times10^{-8}.$$
For circular polarizations $A=gs^2=1.91\times10^{-8}$, the mean of the two linear values.

For linear polarizations, where $A$ is even in $s$, the error from stopping at $s^2$ can be bounded. The contour argument with $A/s^{2k+1}$, for $k\ge1$, expresses the coefficient of $s^{2k}$ as a positive integral. Since $s\ge s_0$ on the cut, that coefficient is at most $a/s_0^{2k-2}$. Summing the geometric series, the omitted part relative to $as^2$ is at most $\rho^2/(1-\rho^2)$, with $\rho=s/4m^2\simeq0.0096$. This is below $10^{-4}$. The bound does not cover circular polarizations, where odd powers of $s$ occur. The parts in Lemmas 4 and 5 give $h_0-h_2=6-4\Lambda$ for the $J_z=0$ and $|J_z|=2$ states. The coefficient of $s^3$ is then $\pm\pi^{-1}\int ds\,(\sigma_0-\sigma_2)/s^3=\pm(\alpha^2/8m^6)(6J_2-4K_2)=\pm4\alpha^2/(315m^6)$. Here this is a relative shift of $\pm2\times10^{-3}$, upward for $J_z=0$ and downward for $|J_z|=2$. All of this concerns the order-$\alpha^2$ amplitude; higher orders in $\alpha$, heavier charged particles and hadrons are left out. Corrections of relative order $\alpha$ are roughly one per cent, so the third figure of the coefficients and amplitudes above belongs to the order-$\alpha^2$ formulas and is not a prediction of the full theory. The numerical output lists the cross sections and the remaining values.

## Computed values

```
quartic Lorentz invariants: all 3, parity-even 2
all-plus structures: independent 3, Bose-symmetric 1
scalar exchange example: g = 0.6 /(mass unit), M = 2.0 mass units
  resulting coefficient g^2/(32 M^2) = 0.002812 /(mass unit)^4
Landau trace ratio at eB T = 0.7: levels 1.15827, formula 1.15824
c1 from Dirac-spinor sum rule = 0.0111112 alpha^2/m^4
c2 from Dirac-spinor sum rule = 0.0194445 alpha^2/m^4
c1 from worldline = 1/90 = 0.0111111 alpha^2/m^4
c2 from worldline = 7/360 = 0.0194444 alpha^2/m^4
s/m^2, beta, sigma_par, sigma_perp (alpha^2/m^2), share of c1, share of c2
     5  0.4472  0.7201  2.3933  0.0559  0.1751
     8  0.7071  1.6904  2.5919  0.3995  0.5779
    16  0.8660  1.5536  1.7883  0.7823  0.8657
    40  0.9487  0.9055  0.9410  0.9530  0.9725
   100  0.9798  0.4680  0.4734  0.9906  0.9946
   400  0.9950  0.1582  0.1585  0.9992  0.9996
alpha = 0.007297353 (dimensionless)
electron mass = 0.5109990 MeV
c1 = 8.67777e-06 MeV^-4 = 4.16157e-31 m^3/J
c2 = 1.51861e-05 MeV^-4 = 7.28275e-31 m^3/J
c2/c1 = 1.7500 (dimensionless)
helicity coupling g = 1.90911e-04 MeV^-4
helicity coupling f = -5.20666e-05 MeV^-4
|f|/g = 0.27273 (dimensionless)
photon energy in c.m. frame = 0.05 MeV, s = 0.0100 MeV^2
forward amplitude, parallel = 1.38844e-08 (dimensionless)
forward amplitude, perpendicular = 2.42978e-08 (dimensionless)
forward amplitude, circular = 1.90911e-08 (dimensionless)
```
